# Solid–solid transition temperature of two polymorphs from their melting data: a program that tests the result

```python
"""Solid-solid transition temperature of two polymorphs from melting data.

Result under test: if liquid and solids share one heat capacity, then
    Tt = (h2 - h1) / (h2/T2 - h1/T1)
T1, h1: melting temperature (K) and fusion enthalpy (J/mol) of form I
T2, h2: the same for form II;  Tt: temperature where G_I = G_II
Independent roads: Gibbs energies from integrated heat capacities, and
the crossing of two integrated sublimation-pressure curves.
A "gap" is the heat capacity of the liquid minus that of a solid.
"""
import numpy as np
from scipy.constants import R
from scipy.integrate import quad
from scipy.optimize import brentq

T1, h1 = 400.0, 25.0e3
T2, h2 = 390.0, 28.0e3
T_REF = 395.0  # zero of liquid enthalpy and entropy


def cp_liquid(T):
    """Arbitrary smooth liquid heat capacity, J/(mol K)."""
    return 250.0 + 0.4 * T


def integral(f, a, b):
    return quad(f, a, b, epsabs=1e-10, epsrel=1e-12)[0]


def gibbs_liquid(T):
    H = integral(cp_liquid, T_REF, T)
    S = integral(lambda x: cp_liquid(x) / x, T_REF, T)
    return H - T * S


def gibbs_solid(T, Tm, h, gap=0.0):
    """Liquid to Tm, freeze there, then follow the solid to T."""
    def cp_solid(x):
        return cp_liquid(x) - gap
    H = integral(cp_liquid, T_REF, Tm) - h + integral(cp_solid, Tm, T)
    S = (integral(lambda x: cp_liquid(x) / x, T_REF, Tm) - h / Tm
         + integral(lambda x: cp_solid(x) / x, Tm, T))
    return H - T * S


def numerical_transition(Ta=T1, ha=h1, Tb=T2, hb=h2,
                         gap_I=0.0, gap_II=0.0, p_dV=0.0):
    """Root of G_I - G_II (+ pressure times volume change)."""
    def difference(T):
        return (gibbs_solid(T, Ta, ha, gap_I)
                - gibbs_solid(T, Tb, hb, gap_II) + p_dV)
    return brentq(difference, 200.0, 389.0, xtol=1e-10)


# Derived formulas
s1, s2 = h1 / T1, h2 / T2
dH, dS = h2 - h1, s2 - s1
Tt = dH / dS

# Transition temperature from integrated heat capacities
Tt_gibbs = numerical_transition()
assert abs(Tt_gibbs - Tt) < 1e-5
assert round(Tt_gibbs) == 323

# Linear Gibbs-energy differences against the integrated ones
for T in (250.0, 300.0, 350.0, 390.0):
    for Tm, h in ((T1, h1), (T2, h2)):
        direct = gibbs_liquid(T) - gibbs_solid(T, Tm, h)
        assert abs(direct - h * (1 - T / Tm)) < 1e-5

# Enthalpy and entropy of II -> I from the numerical Gibbs energies


def solid_difference(T):
    return gibbs_solid(T, T1, h1) - gibbs_solid(T, T2, h2)


dS_num = -(solid_difference(Tt + 1) - solid_difference(Tt - 1)) / 2
dH_num = solid_difference(Tt) + Tt * dS_num
assert abs(dS_num - dS) < 1e-5 and abs(dH_num - dH) < 1e-2

# Most stable phase in each temperature range
for T, expected in ((300, "II"), (320, "II"), (325, "I"),
                    (392, "I"), (399, "I"), (401, "liquid")):
    energies = {"I": gibbs_solid(T, T1, h1),
                "II": gibbs_solid(T, T2, h2),
                "liquid": gibbs_liquid(T)}
    assert min(energies, key=energies.get) == expected

# Distance of the crossing below the lower melting point
assert abs((T2 - Tt_gibbs) - h1 * (1 - T2 / T1) / dS) < 1e-5

# With h2 below h1, form I is the more stable solid throughout
for h2_low in (22.0e3, 24.8e3):
    for T in np.linspace(50.0, 389.0, 30):
        assert gibbs_solid(T, T1, h1) < gibbs_solid(T, T2, h2_low)


# Sublimation curves, each started on the liquid's vapour-pressure curve
def ln_p_solid(T, Tm, h, h_vap):
    on_liquid = integral(lambda x: h_vap(x) / (R * x * x), T_REF, Tm)
    return on_liquid + integral(
        lambda x: (h_vap(x) + h) / (R * x * x), Tm, T)


def ln_p_ratio(T, h_vap):
    return ln_p_solid(T, T1, h1, h_vap) - ln_p_solid(T, T2, h2, h_vap)


vaporization_models = (lambda x: 80e3 - 60 * (x - 390),
                       lambda x: 60e3 + 0 * x)
for h_vap in vaporization_models:
    Tt_vapour = brentq(lambda T: ln_p_ratio(T, h_vap), 200, 389)
    assert abs(Tt_vapour - Tt) < 1e-5
    for T in (300.0, 380.0):
        assert abs(ln_p_ratio(T, h_vap) - (dH - T * dS) / (R * T)) < 1e-8

# Sensitivities against finite differences of the numerical root
slopes = {"hb": (1 - Tt / T2) / dS, "ha": -(1 - Tt / T1) / dS,
          "Tb": h2 * Tt / (T2**2 * dS), "Ta": -h1 * Tt / (T1**2 * dS)}
base = {"Ta": T1, "ha": h1, "Tb": T2, "hb": h2}
for name, slope in slopes.items():
    step = 10.0 if name.startswith("h") else 0.01
    up = numerical_transition(**{**base, name: base[name] + step})
    down = numerical_transition(**{**base, name: base[name] - step})
    assert abs((up - down) / (2 * step) / slope - 1) < 1e-3
err_h, err_T = 500.0, 0.5
total_error = np.sqrt(sum(
    (slope * (err_h if name.startswith("h") else err_T))**2
    for name, slope in slopes.items()))

# Neglected heat-capacity gap, equal for both solids
gap_results = {}
for c in (50.0, 100.0):
    formula = (dH + c * (T1 - T2)) / (dS + c * np.log(T1 / T2))
    gap_results[c] = numerical_transition(gap_I=c, gap_II=c)
    assert abs(gap_results[c] - formula) < 1e-5
assert gap_results[100.0] - Tt > 10

# Additional difference between the heat capacities of the solids
cp_excess = 5.0
Tt_unequal = numerical_transition(gap_I=100.0 - cp_excess, gap_II=100.0)

# Pressure
pressure, dV = 1.0e5, 5.0e-6
shift_p = numerical_transition(p_dV=pressure * dV) - Tt_gibbs
assert abs(shift_p / (pressure * dV / dS) - 1) < 1e-4

print(f"Form I: melting temperature {T1:.0f} K")
print(f"Form I: fusion enthalpy {h1/1e3:.1f} kJ/mol")
print(f"Form I: fusion entropy {s1:.3f} J/(mol K)")
print(f"Form II: melting temperature {T2:.0f} K")
print(f"Form II: fusion enthalpy {h2/1e3:.1f} kJ/mol")
print(f"Form II: fusion entropy {s2:.3f} J/(mol K)")
print(f"Transition II->I: enthalpy {dH/1e3:.2f} kJ/mol")
print(f"Transition II->I: entropy {dS:.3f} J/(mol K)")
print(f"Transition temperature, formula: {Tt:.2f} K")
print(f"Transition temperature, formula: {Tt-273.15:.1f} deg C")
print(f"Same, integrated heat capacities: {Tt_gibbs:.2f} K")
print(f"Same, crossing sublimation curves: {Tt_vapour:.2f} K")
print(f"Crossing lies below melting of II by {T2-Tt:.2f} K")
for T in (300.0, Tt, 350.0, 390.0):
    gI, gII = h1 * (1 - T / T1), h2 * (1 - T / T2)
    print(f"T={T:.2f} K: G_L-G_I={gI/1e3:.3f}, G_L-G_II={gII/1e3:.3f}, "
          f"G_I-G_II={(gII-gI)/1e3:.3f} kJ/mol")
for T in (300.0, 380.0):
    ratio = np.exp(ln_p_ratio(T, vaporization_models[0]))
    print(f"Vapour-pressure ratio p_I/p_II at {T:.0f} K: {ratio:.3f}")
print(f"dTt/dh2: {slopes['hb']*1e3:.2f} K per kJ/mol")
print(f"dTt/dh1: {slopes['ha']*1e3:.2f} K per kJ/mol")
print(f"dTt/dT2: {slopes['Tb']:.2f} K per K")
print(f"dTt/dT1: {slopes['Ta']:.2f} K per K")
print(f"Assumed independent errors: {err_h/1e3:.1f} kJ/mol in each h, "
      f"{err_T:.1f} K in each melting point")
print(f"Resulting error of Tt (root sum of squares): {total_error:.1f} K")
for c, value in gap_results.items():
    print(f"Liquid-solid gap {c:.0f} J/(mol K): Tt={value:.1f} K, "
          f"shift {value-Tt:+.1f} K")
print(f"Gap 100 for II, Cp of I higher than II by {cp_excess:.0f} J/(mol K): "
      f"Tt={Tt_unequal:.1f} K")
print(f"Change due to that solid-solid difference: "
      f"{Tt_unequal-gap_results[100.0]:+.1f} K")
print(f"Assumed volume change II->I: {dV*1e6:.1f} cm3/mol")
print(f"Shift of Tt from zero pressure to {pressure/1e5:.0f} bar: "
      f"{shift_p:+.3f} K")
print("tests ok")
```

Output:

```
Form I: melting temperature 400 K
Form I: fusion enthalpy 25.0 kJ/mol
Form I: fusion entropy 62.500 J/(mol K)
Form II: melting temperature 390 K
Form II: fusion enthalpy 28.0 kJ/mol
Form II: fusion entropy 71.795 J/(mol K)
Transition II->I: enthalpy 3.00 kJ/mol
Transition II->I: entropy 9.295 J/(mol K)
Transition temperature, formula: 322.76 K
Transition temperature, formula: 49.6 deg C
Same, integrated heat capacities: 322.76 K
Same, crossing sublimation curves: 322.76 K
Crossing lies below melting of II by 67.24 K
T=300.00 K: G_L-G_I=6.250, G_L-G_II=6.462, G_I-G_II=0.212 kJ/mol
T=322.76 K: G_L-G_I=4.828, G_L-G_II=4.828, G_I-G_II=0.000 kJ/mol
T=350.00 K: G_L-G_I=3.125, G_L-G_II=2.872, G_I-G_II=-0.253 kJ/mol
T=390.00 K: G_L-G_I=0.625, G_L-G_II=0.000, G_I-G_II=-0.625 kJ/mol
Vapour-pressure ratio p_I/p_II at 300 K: 1.089
Vapour-pressure ratio p_I/p_II at 380 K: 0.845
dTt/dh2: 18.55 K per kJ/mol
dTt/dh1: -20.78 K per kJ/mol
dTt/dT2: 6.39 K per K
dTt/dT1: -5.43 K per K
Assumed independent errors: 0.5 kJ/mol in each h, 0.5 K in each melting point
Resulting error of Tt (root sum of squares): 14.5 K
Liquid-solid gap 50 J/(mol K): Tt=331.4 K, shift +8.7 K
Liquid-solid gap 100 J/(mol K): Tt=338.2 K, shift +15.5 K
Gap 100 for II, Cp of I higher than II by 5 J/(mol K): Tt=335.9 K
Change due to that solid-solid difference: -2.3 K
Assumed volume change II->I: 5.0 cm3/mol
Shift of Tt from zero pressure to 1 bar: +0.054 K
tests ok
```
